# Joule power of a spin-orbit torque strip at fixed torque

A heavy-metal strip of length $L$, width $w$ and thickness $t$ carries a charge current along $x$. A magnetic film of thickness $t_F$ and magnetization $M_s$ lies on its top face, $z=t$. The spin Hall effect in the strip sends spins, polarized along $y$, up into the magnet, where they exert a torque. The problem is to find what this torque costs in heat and which properties of the metal set the cost.

The current is steady, the response is linear, and the charge current density $j$ is uniform in the strip. The magnetization is perpendicular to $y$, and only magnitudes are followed, so the sign of the spin Hall effect is dropped. The strip has resistivity $\rho$. Until part (e) the magnet carries no charge current.

## (a) From spin current to torque

**Let $j_\uparrow$ and $j_\downarrow$ be the charge current densities along $z$ carried by the two spin species, and let $j_s=j_\uparrow-j_\downarrow$ at the interface. The magnet absorbs all the incoming transverse spin. Find the torque per unit area $T$ and the magnetic field that would give a torque of the same size.**

**Solution.** Dividing a charge current density by $e$ gives a number of electrons per area and time. Each electron carries spin angular momentum $\hbar/2$, with opposite signs for the two species. The angular momentum absorbed per area and time is therefore

$$T=\frac{\hbar}{2}\left(\frac{j_\uparrow}{e}-\frac{j_\downarrow}{e}\right)=\frac{\hbar}{2e}\,j_s .$$

This is the damping-like torque. The magnet has magnetic moment $M_st_F$ per area, and a field $B$ perpendicular to that moment exerts a torque $M_st_FB$ per area. The equivalent damping-like field is thus

$$B_{DL}=\frac{T}{M_st_F}.$$

Fixing $B_{DL}$ is the same as fixing $T$ only when $M_st_F$ is also held fixed.

## (b) From charge current to spin current

**Let $\mu_s=\mu_\uparrow-\mu_\downarrow$ be the difference of the spin potentials, in volts, $\theta$ the bulk spin Hall ratio and $\lambda$ the spin diffusion length. In the strip,**

$$j_s=-\frac{1}{2\rho}\frac{d\mu_s}{dz}+\theta j,\qquad \frac{dj_s}{dz}=-\frac{\mu_s}{2\rho\lambda^2}.$$

**No spin current crosses the bottom face, and the magnet is a perfect spin sink, $\mu_s(t)=0$. Find the torque efficiency $\xi$, defined by $T=(\hbar/2e)\,\xi j$.**

**Solution.** The first equation adds diffusion to the spin Hall source; the factor $1/2$ is there because each spin species has half the conductivity. The second describes the loss of spin by flips. Since $\theta j$ is uniform, differentiating the first equation and inserting the second gives

$$-\frac{1}{2\rho}\frac{d^2\mu_s}{dz^2}=-\frac{\mu_s}{2\rho\lambda^2}
\quad\Rightarrow\quad
\frac{d^2\mu_s}{dz^2}=\frac{\mu_s}{\lambda^2}.$$

The general solution is $\mu_s=C\cosh(z/\lambda)+D\sinh(z/\lambda)$. At the bottom, $j_s(0)=0$ requires $\mu_s'(0)=D/\lambda=2\rho\theta j$, so $D=2\rho\lambda\theta j$. At the top, $\mu_s(t)=0$ gives $C=-D\tanh(t/\lambda)$. The slope at the top is then

$$\mu_s'(t)=\frac{D}{\lambda}\left[\cosh\frac t\lambda-\frac{\sinh^2(t/\lambda)}{\cosh(t/\lambda)}\right]
=\frac{D}{\lambda}\,\frac{1}{\cosh(t/\lambda)}
=2\rho\theta j\,\operatorname{sech}\frac t\lambda ,$$

where $\cosh^2-\sinh^2=1$ was used. Inserting this in $j_s$ gives

$$j_s(t)=\theta j\left(1-\operatorname{sech}\frac t\lambda\right).$$

By part (a), $T=(\hbar/2e)j_s(t)$, so comparison with the definition of $\xi$ yields

$$\xi=\theta\left(1-\operatorname{sech}\frac t\lambda\right).$$

For $t\gg\lambda$ the efficiency tends to $\theta$. For $t\ll\lambda$, $\operatorname{sech}u\simeq1-u^2/2$ gives $\xi\simeq\theta t^2/2\lambda^2$: the opposite spin, left behind at the bottom face, diffuses up to the magnet and nearly cancels the spin Hall flow.

At given $\theta$ and $\lambda$ the resistivity has dropped out of $\xi$. This relies on the perfect sink. An interface of finite spin conductance changes $\xi$ and can make it depend on $\rho$, but in linear response $T$ remains proportional to $j$. The next part uses just this proportionality, with $\xi$ taken for the actual film and interface.

## (c) The heat at a prescribed torque

**Find the Joule power $P$ in the heavy metal when $T$ is prescribed. How does it depend on the metal at fixed geometry? Why must the thickness be held fixed?**

**Solution.** The definition of $\xi$ gives the required current density,

$$j=\frac{2e}{\hbar}\frac{T}{\xi}.$$

The inverse spin Hall effect is neglected. In the model of part (b) it changes the current at a given field by the fraction $\theta^2(\lambda/t)\tanh(t/\lambda)$, which is $\theta^2\lambda/t$ in a thick film and tends to $\theta^2$ in a thin one; for $\theta\approx0.3$, $\lambda=1.5$ nm and $t=5$ nm it is about 3%. It is already included if $\rho$ is the measured resistivity of the film and $j$ the mean current density. The field is then $E=\rho j$ and the heat per volume is $jE=\rho j^2$. It is uniform, so integration over the strip multiplies it by $Lwt$:

$$P=\rho j^2Lwt=\left(\frac{2eT}{\hbar}\right)^2Lwt\;\frac{\rho}{\xi^2}.$$

With $T$, $L$, $w$ and $t$ fixed, everything before the last fraction is the same for every metal. Hence

$$\boxed{P\propto\frac{\rho}{\xi^2}}$$

One power of $\rho$ comes from the heat made by a given current. Two powers of $1/\xi$ appear because the required current falls as $1/\xi$ and the heat is quadratic in current.

If the thickness varies, both the volume and $\xi$ change. Take $\theta$, $\lambda$ and $\rho$ independent of thickness in the model of part (b). In a thick film $\xi\to\theta$, so $P$ grows as $t$. In a thin film

$$P\propto\frac{t}{\xi^2}\simeq\frac{t}{\theta^2t^4/4\lambda^4}=\frac{4\lambda^4}{\theta^2t^3},$$

which diverges as $t\to0$. The power therefore has a minimum at an intermediate thickness, and values of $\xi$ taken at different thicknesses cannot be put into the boxed comparison as they stand.

## (d) Two metals compared

**Two strips, each $400\times200\times5$ nm, must produce $B_{DL}=20$ mT in a magnet with $M_s=1000$ kA/m and $t_F=1$ nm. Metal A has $\rho=30$ µΩ cm and $\xi=0.10$, rough values for platinum films. Metal B has $\rho=200$ µΩ cm and $\xi=0.30$, rough values for beta-tungsten films. Find the currents and powers, and the efficiency at which B would need the same strip power as A.**

**Solution.** The torque per area is

$$T=M_st_FB_{DL}=(10^6\ \text{A/m})(10^{-9}\ \text{m})(0.020\ \text{T})=20\ \text{µJ/m}^2 .$$

For metal A,

$$j_A=\frac{2(1.602\times10^{-19}\ \text{C})(2.0\times10^{-5}\ \text{J/m}^2)}{(1.0546\times10^{-34}\ \text{J s})(0.10)},$$

which is 60.8 MA/cm². Metal B needs one third of this, 20.3 MA/cm². Multiplication by the cross-section $wt$ gives currents of 0.608 mA and 0.203 mA. The resistances $\rho L/(wt)$ are 120 Ω and 800 Ω, so

$$P_A=(0.6077\ \text{mA})^2(120\ \Omega)=44.3\ \text{µW},$$

$$P_B=(0.2026\ \text{mA})^2(800\ \Omega)=32.8\ \text{µW}.$$

The ratio also follows directly from part (c):

$$\frac{P_B}{P_A}=\frac{\rho_B}{\rho_A}\left(\frac{\xi_A}{\xi_B}\right)^2=\frac{200}{30}\times\frac19=0.741 .$$

A threefold gain in efficiency cuts the current to a third, yet it saves only about a quarter of the strip power, because the resistivity is 6.7 times larger. Setting $P_B=P_A$ gives the break-even efficiency

$$\xi_B=\xi_A\sqrt{\frac{\rho_B}{\rho_A}}=0.10\sqrt{\frac{200}{30}}=0.258 .$$

## (e) A magnet that conducts

**The magnet now covers the whole strip and has resistivity $\rho_F=150$ µΩ cm. The current inside it is taken to produce no torque of its own. Find the total power at the same $T$.**

**Solution.** The two layers are in parallel and share the field $E=\rho j$. The prescribed torque still fixes $j$ in the heavy metal, so the strip's own power is unchanged. The magnet adds

$$P_F=\frac{E^2}{\rho_F}Lwt_F=\frac{\rho^2j^2}{\rho_F}Lwt_F
=P\,a,\qquad a=\frac{\rho\,t_F}{\rho_F\,t}.$$

The currents are in the same proportion: the magnet carries $(\rho j/\rho_F)wt_F=a\,(jwt)$. Hence

$$P_{\rm tot}=P(1+a),\qquad I_{\rm tot}=jwt\,(1+a).$$

For A, $a=(30\times1)/(150\times5)=0.040$, and for B, $a=(200\times1)/(150\times5)=0.267$. The powers become 46.1 µW and 41.6 µW, with ratio 0.902. The saving of about 26% has shrunk to about 10%: the more resistive metal drives a larger share of its current through the magnet.

The law of part (c) is recovered for $a\ll1$. For $a\gg1$ the magnet makes most of the heat, and $P_{\rm tot}\simeq Pa\propto\rho^2/\xi^2$ at fixed magnet and geometry.

## (f) When the efficiency depends on resistivity

**Suppose that $\xi=s\rho$ with constant $s$. This describes a thick film with a perfect spin sink and a constant spin Hall conductivity, here $s=\theta/\rho$ in charge units. How does the power depend on $\rho$, without and with the conducting magnet?**

**Solution.** Write $K=(2eT/\hbar)^2Lwt$, which is fixed. Part (c) gives

$$P=K\frac{\rho}{(s\rho)^2}=\frac{K}{s^2}\,\frac1\rho .$$

The dependence on resistivity is now reversed. In this regime the spin current is $\xi j=s\rho j=sE$, so the torque fixes the electric field instead of the current density. At fixed field the heat per volume, $E^2/\rho$, falls as $\rho$ rises. The law $P\propto\rho/\xi^2$ still holds; what fails is the reading that a lower resistivity must save power, which supposes that $\xi$ stays the same.

The same point matters when an efficiency is quoted per electric field, $\xi_E=\xi/\rho$. Substituting $\xi=\rho\,\xi_E$ gives $P=K/(\rho\,\xi_E^2)$, so the two kinds of efficiency must not be exchanged in the formula.

With the magnet conducting,

$$P_{\rm tot}=\frac{K}{s^2\rho}\left(1+\frac{\rho t_F}{\rho_Ft}\right)
=\frac{K}{s^2}\left(\frac1\rho+\frac{t_F}{\rho_Ft}\right).$$

The second term does not depend on $\rho$. It is the heat made in the magnet by the fixed field, and it sets a floor that a more resistive heavy metal cannot remove.

A numerical solution of spin diffusion and conduction, without current in the magnet, was made for $t=5$ nm and $\rho$ from 40 to 160 µΩ cm, with $\lambda\propto1/\rho$ starting at 0.6 nm. It gives an exponent of $-1.001$. The exponent lies slightly below $-1$, as expected from part (b): at the lowest $\rho$, where $\lambda$ is longest, the sech term makes $\xi$ slightly smaller than $\theta$ and so raises the power there.

## (g) The rest of the circuit, and the heating

**Return to the two metals of part (d), with the conducting magnet. The current also passes through an access resistance $R_s=1000$ Ω. The strip lies on 100 nm of oxide with thermal conductivity $\kappa=1.4$ W/(m K), above a base at 300 K. Compare the total powers, and estimate the heating and the magnetic field of the current.**

**Solution.** The access path carries the total current, 0.632 mA for A and 0.257 mA for B. Its heat $I_{\rm tot}^2R_s$ is

$$(0.6320\ \text{mA})^2(1000\ \Omega)=399\ \text{µW}\quad\text{for A},$$

$$(0.2566\ \text{mA})^2(1000\ \Omega)=65.8\ \text{µW}\quad\text{for B}.$$

Adding the power of strip and magnet gives 446 µW for A and 107 µW for B, a ratio of 0.241. Metal B, which had only a modest advantage in the strip, now needs about a quarter of the power. When $R_s$ dominates, the power varies as

$$I_{\rm tot}^2R_s\propto\frac{(1+a)^2}{\xi^2},$$

and $\rho$ enters only through the shunt ratio $a$. The figure of merit $\xi^2/\rho$ thus ranks metals by the heat in the strip, and need not rank complete cells.

For the temperature, suppose first that all heat from strip and magnet flows straight down. The heat flux is $P_{\rm tot}/(Lw)$, and Fourier's law across an oxide of thickness $d$ gives

$$\Delta T=\frac{P_{\rm tot}}{Lw}\frac d\kappa
=\frac{46.09\times10^{-6}\ \text{W}}{8\times10^{-14}\ \text{m}^2}\cdot\frac{10^{-7}\ \text{m}}{1.4\ \text{W/(m K)}}
=41\ \text{K}$$

for A, and 37 K for B. A numerical solution for the strip's cross-section, which lets heat spread in the oxide across the width but not past the ends, lowers these to about 30 K and 27 K, averaged over the width; the centre of the strip is a few kelvin hotter. Spreading past the ends would lower them further. Both estimates are for steady current, leave out the heat made in the access path, and allow no heat loss through the contacts or upward. They also leave out the thermal boundary resistance between metal and oxide, which raises the temperature: a value of $10^{-8}$ m² K/W would add about 6 K for A and 5 K for B.

With an assumed temperature coefficient of 0.002 K⁻¹, the resistivity of A rises by about 6%. At fixed $\xi$ and torque its strip power rises by the same fraction, to first order. Changes of $\xi$ and $M_s$ with temperature are not included. They can reverse the sign: if $\xi=s\rho$ with $s$ constant, as in part (f), the same rise in resistivity lowers the strip power by a similar fraction.

The strip current also produces an Oersted field. Treated as a wide sheet with current $jt$ per width, the strip gives $\mu_0jt/2$ on either side. Integration over the finite cross-section gives 1.87 mT for A and 0.62 mT for B at the centre of the magnet, about 9% and 3% of the damping-like field. At the centre this field lies along $y$ and adds a field-like torque. Toward the side edges of the strip it also has a $z$ component, which close to the edges is as large as the $y$ component or larger. The Oersted field does not alter the power needed for the prescribed $T$, but it can affect the motion of the magnet.

**Beside real devices.** Resistivities of tens of µΩ cm with efficiencies near 0.1 are typical of platinum films, and resistivities from about 100 to a few hundred µΩ cm with magnitudes near 0.3 are typical of beta-tungsten films. Both vary with thickness and preparation, and the two metals have opposite signs of torque. The 20 mT field and the 1 kΩ access path are round choices, and no switching threshold has been derived. A magnet over the whole strip is an extreme case, since in a memory cell it often covers only part of the channel. The comparison depends strongly on the assumption that the strip alone dissipates: the B-to-A power ratio moves from 0.741 to 0.902 with the full shunt, and to 0.241 when the access path is added. Choosing a metal by $\rho/\xi^2$ is therefore justified when strip heat dominates, shunting is weak, and the geometry and required torque are the same. The full set of values is in the numerical output.

## Table of computed values

```
strip length, width, thickness: 400, 200, 5 nm
magnet thickness: 1 nm
magnetization: 1000 kA/m
damping-like field: 20 mT
torque per area: 20.0 uJ/m2
spin diffusion length: 1.5 nm
magnet resistivity: 150 uOhm cm
access resistance: 1000 Ohm
oxide thickness: 100 nm
oxide thermal conductivity: 1.4 W/(m K)
ambient temperature: 300 K
exponent of rho at fixed xi: 1.0000
exponent of xi at fixed rho: -2.0000
exponent of rho, intrinsic regime: -1.001
A resistivity: 30 uOhm cm
A torque efficiency: 0.10
A bulk spin Hall ratio: 0.1077
A rho/xi^2: 3000 uOhm cm
A current density: 60.77 MA/cm2
A strip current: 0.6077 mA
A strip resistance: 120 Ohm
A heavy-metal power: 44.32 uW
A shunt ratio a: 0.0400
A power with magnet: 46.09 uW
A total current with magnet: 0.6320 mA
A access power: 399.4 uW
A temperature rise, no spreading: 41.2 K
A temperature rise, spreading: 30 K
A Oersted field: 1.87 mT
B resistivity: 200 uOhm cm
B torque efficiency: 0.30
B bulk spin Hall ratio: 0.3230
B rho/xi^2: 2222 uOhm cm
B current density: 20.26 MA/cm2
B strip current: 0.2026 mA
B strip resistance: 800 Ohm
B heavy-metal power: 32.83 uW
B shunt ratio a: 0.2667
B power with magnet: 41.58 uW
B total current with magnet: 0.2566 mA
B access power: 65.8 uW
B temperature rise, no spreading: 37.1 K
B temperature rise, spreading: 27 K
B Oersted field: 0.62 mT
A temperature coefficient: 0.002 1/K
A resistivity rise: 6.1 percent
heavy-metal power ratio B/A: 0.741
break-even efficiency of B: 0.258
power ratio B/A with magnet: 0.902
A power with magnet and access: 445.5 uW
B power with magnet and access: 107.4 uW
power ratio B/A with access: 0.241
```
